# Hurley's condition for the Hellmann-Feynman theorem in a finite basis

## A molecule that seems to push itself

Place a lithium nucleus at the origin and a proton 1.6 Å away on the positive $z$ axis. Compute the restricted Hartree-Fock (RHF) wavefunction of LiH in the 6-31G basis, with each atom's functions centred on its nucleus. The electrostatic force that the electrons and the other nucleus exert is then $+7.403$ eV/Å on Li and $+2.498$ eV/Å on H. Both point along $+z$, and their sum, from the unrounded values, is $9.900$ eV/Å, although nothing outside the molecule acts on it.

Now shift the basis functions, but not the nuclei: those of Li by about $-0.0005$ Å and those of H by about $-0.019$ Å. These figures are rounded from optimized values, and the forces quoted next belong to the unrounded shifts. The energy falls by only 0.023 eV, yet the two forces become $-0.234$ and $+0.234$ eV/Å. They balance, and each equals minus the slope of the computed energy with respect to that nucleus's position.

The shifts were chosen to make the energy stationary with respect to the basis centres. Hurley's result is that such a choice restores the Hellmann-Feynman theorem. A basis closed under differentiation with respect to its centres restores it too. Both conditions are sufficient; in what sense the first is also necessary must be stated with care.

## The energy and its two kinds of position

Atomic units are used in the algebra. Let $R$ denote all nuclear coordinates and $s$ all coordinates of the basis centres. Functions that move together share one centre. The real basis functions $\chi_\mu$ depend on $s$ but not explicitly on $R$; their exponents and contraction coefficients are fixed. The occupied orbitals of a closed-shell molecule are

$$\psi_i=\sum_\mu C_{\mu i}\chi_\mu,\qquad C^{T}SC=1,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle, \tag{1}$$

with $S$ nonsingular. With $P=2CC^T$ the energy is

$$E=\sum_{\mu\nu}P_{\mu\nu}h_{\mu\nu}+\tfrac12\sum_{\mu\nu\lambda\sigma}P_{\mu\nu}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right]+V_{nn}(R). \tag{2}$$

Here $h$ is the kinetic energy plus the nuclear attraction, and $V_{nn}$ is the nuclear repulsion. The Fock matrix is

$$F_{\mu\nu}=h_{\mu\nu}+\sum_{\lambda\sigma}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right]. \tag{3}$$

To make $E$ stationary under the constraint in (1), introduce symmetric multipliers $\varepsilon_{ij}$:

$$\mathcal L=E-2\sum_{ij}\varepsilon_{ij}\left[(C^TSC)_{ij}-\delta_{ij}\right]. \tag{4}$$

The quadratic term in (2) is symmetric in its two density matrices, so its variation cancels the factor $\tfrac12$ and $\delta E=\sum F_{\mu\nu}\,\delta P_{\mu\nu}$. Since $\delta P=2(\delta C\,C^T+C\,\delta C^T)$ and $F$ is symmetric, this equals $4\sum_{\mu i}\delta C_{\mu i}(FC)_{\mu i}$. The constraint likewise contributes $-4\sum_{\mu i}\delta C_{\mu i}(SC\varepsilon)_{\mu i}$. Hence

$$FC=SC\varepsilon. \tag{5}$$

A rotation among the occupied orbitals leaves $P$ unchanged, so we may take $\varepsilon$ diagonal, with entries $\varepsilon_i$.

Let $W(s,R)$ be the stationary energy for given centres and nuclei. We assume that the chosen solution is locally unique, apart from occupied rotations, and varies smoothly with $s$ and $R$. A calculation along a potential curve also needs a **centre rule** $s(R)$, which says where the functions go when the nuclei move. The computed curve is

$$E(R)=W(s(R),R). \tag{6}$$

## Where the extra force comes from

Along any smooth path the constraint holds, so $W=\mathcal L$. The derivatives of $\mathcal L$ with respect to $C$ vanish by (5), and those with respect to $\varepsilon$ vanish by the constraint. Differentiating $W$ therefore requires only the explicit dependence of $\mathcal L$ on $s$ and $R$. For a nuclear coordinate $x$, the chain rule applied to (6) gives

$$\frac{dE}{dx}=\left.\frac{\partial W}{\partial x}\right|_{s}+\sum_k\frac{\partial W}{\partial s_k}\frac{\partial s_k}{\partial x}. \tag{7}$$

In the first term the basis functions stay still. The operators that depend on $R$ are the nuclear attraction and $V_{nn}$, so this term is the expectation value of $\partial H/\partial x$. For nucleus $A$ with charge $Z_A$, and electron number density $\rho$, its negative is

$$\mathbf F_A^{\rm HF}=Z_A\int\rho(\mathbf r)\frac{\mathbf r-\mathbf R_A}{|\mathbf r-\mathbf R_A|^3}\,d^3r+Z_A\sum_{B\ne A}Z_B\frac{\mathbf R_A-\mathbf R_B}{|\mathbf R_A-\mathbf R_B|^3}. \tag{8}$$

This is the Hellmann-Feynman force: attraction towards the electrons and repulsion from the other nuclei. The negative of the second term in (7) is the Pulay force.

To evaluate the Pulay force, write $\partial$ for the derivative with respect to one coordinate of centre $A$; it acts only on functions belonging to $A$. By the symmetry of $P$ and $h$, the one-electron energy contributes $2\sum P_{\mu\nu}\langle\partial\chi_\mu|h|\chi_\nu\rangle$. In the two-electron energy the derivative can fall on any of four functions. Relabelling shows that the four contributions are equal, and $4\times\tfrac12=2$. The one- and two-electron parts combine into the Fock operator $\hat F$, whose matrix is (3). The constraint contributes the derivative of the overlap, weighted by orbital energies:

$$\frac{\partial W}{\partial s_A}=2\sum_{\mu\in A,\nu}\left[P_{\mu\nu}\langle\partial\chi_\mu|\hat F|\chi_\nu\rangle-Q_{\mu\nu}\langle\partial\chi_\mu|\chi_\nu\rangle\right],\quad Q_{\mu\nu}=2\sum_i\varepsilon_iC_{\mu i}C_{\nu i}. \tag{9}$$

Substituting $P_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}$ gives

$$\frac{\partial W}{\partial s_A}=4\sum_i\langle\delta_A\psi_i|(\hat F-\varepsilon_i)\psi_i\rangle,\qquad \delta_A\psi_i=\sum_{\mu\in A}C_{\mu i}\,\partial\chi_\mu. \tag{10}$$

One factor 2 comes from double occupation and the other from the bra and ket. For one electron in one orbital the prefactor is 2, with $\hat F$ replaced by the Hamiltonian.

Equation (5) says that $(\hat F-\varepsilon_i)\psi_i$ is orthogonal to every basis function. It does not say that this residual is zero. Moving a centre can take the orbital in a direction outside the span, and there the residual can be felt.

## The equivalence for optimized centres

**Theorem.** At a point $(s_0,R_0)$, the Hellmann-Feynman force equals $-dE/dR$ for every smooth centre rule through that point if and only if $\partial W/\partial s_k=0$ there for every $k$.

If all these derivatives vanish, the last term of (7) vanishes whatever $\partial s_k/\partial x$ may be. Conversely, suppose the theorem holds for every rule. Choose a rule in which one centre coordinate moves as $s_k=s_{0,k}+(x-x_0)$ and all others stay fixed. The last term of (7) is then $\partial W/\partial s_k$, so this derivative must be zero. Repeating the choice for each $k$ completes the proof.

Variationally optimized centres satisfy the condition. A minimum is not required; any stationary point will do. If the centres are reoptimized at each geometry, $s(R)$ is smooth near a point where the matrix $\partial^2W/\partial s_k\partial s_l$ is nonsingular, by the implicit function theorem. Optimizing offsets $d_A=s_A-R_A$ is equivalent, because at fixed nuclei $\partial W/\partial d_A=\partial W/\partial s_A$.

The words "every rule" matter. For one prescribed rule it is enough that the sum in (7) vanishes. If the functions are frozen in space, $\partial s_k/\partial x=0$ and the theorem holds even at poorly chosen centres. If they ride rigidly on their nuclei, the sum is $\partial W/\partial s_A$ for each nucleus $A$. The theorem then holds for that nucleus if and only if the energy is stationary when its whole set of functions is displaced. Individual functions within the set need not be at their own optimum positions.

The proof also shows where the result can fail. If the coefficients do not make the energy stationary, a term in $dC/dx$ is left over. If exponents vary with geometry without being optimized, they add a term of the same form as the centre term. Optimizing centres in one direction does not remove a Pulay force in another, unless symmetry does so.

## The condition of closure

Suppose that every centre derivative lies in the span of the basis:

$$\partial\chi_\mu=\sum_\nu\chi_\nu D_{\nu\mu}. \tag{11}$$

Then $\delta_A\psi_i$ is a combination of basis functions. Each scalar product in (10) vanishes by (5), so $\partial W/\partial s_A=0$ and the Hellmann-Feynman theorem follows.

There is a geometrical reading. If (11) holds along a path of centre positions, write the functions as a row $\chi$, so that $\partial\chi=\chi D$. The solution is $\chi(s)=\chi(s_0)M(s)$, where $\partial M=MD$ and $M(s_0)=1$. The solution matrix of this linear equation is invertible, so the span never changes. The labels of the functions move, but the variational space stands still.

Closure is more than is needed. Let $\Pi$ be the orthogonal projector onto the span. Since the residual is orthogonal to the span, (10) can be written as

$$\frac{\partial W}{\partial s_A}=4\sum_i\langle(1-\Pi)\delta_A\psi_i|(\hat F-\varepsilon_i)\psi_i\rangle. \tag{12}$$

It suffices that the occupied combinations $\delta_A\psi_i$ lie in the span. The Cauchy-Schwarz inequality bounds each term by the product of two norms: that of the missing part of $\delta_A\psi_i$ and that of the orbital residual. The Pulay force thus tends to zero if, as the basis grows, the first norm tends to zero while the second stays bounded.

### No finite Gaussian basis is closed

Consider a finite basis of Gaussians with polynomial factors, possibly contracted, on distinct centres. Such functions have the form $p(\mathbf r)e^{-\alpha|\mathbf r-\mathbf s|^2}$, or are finite sums of such terms on one centre.

Terms with distinct pairs $(\alpha,\mathbf s)$ and nonzero polynomials are linearly independent. To see this, suppose a finite sum of them vanishes and go to infinity as $\mathbf r=t\mathbf u$. Choose the direction $\mathbf u$ so that different centres have different $\mathbf s\cdot\mathbf u$, and so that no leading homogeneous part of a polynomial vanishes. This excludes only finitely many planes and zero sets. The exponent is $-\alpha t^2+2\alpha t\,\mathbf s\cdot\mathbf u-\alpha s^2$. The term with the smallest $\alpha$, and among those the largest $\mathbf s\cdot\mathbf u$, dominates all others as $t\to\infty$. It cannot be cancelled, which is a contradiction.

Now fix a centre and an exponent that occur in the basis. Let $n$ be the highest polynomial degree with which they occur, and take a basis function that attains it. For that component,

$$\frac{\partial}{\partial s_z}\left[p(\mathbf r-\mathbf s)e^{-\alpha|\mathbf r-\mathbf s|^2}\right]=\left[2\alpha(z-s_z)p-\partial_zp\right]e^{-\alpha|\mathbf r-\mathbf s|^2}. \tag{13}$$

The new degree is $n+1$. Every function in the span has degree at most $n$ at this centre and exponent, and by linear independence no other components can supply the missing term. The derivative is outside the span. Contraction does not alter the argument. For Gaussians, strict closure is therefore a property that no finite set possesses.

### A finite basis that is closed

Periodic functions behave differently. Put one electron on a ring of radius one bohr, with coordinate $x$, and let $R$ be the position of a well. In atomic units,

$$H=-\frac12\frac{d^2}{dx^2}-2e^{2[\cos(x-R)-1]}-0.8\cos x. \tag{14}$$

Attach to the well the basis $1,\cos y,\sin y,\cos2y,\sin2y$, where $y=x-R$. Because $\partial_R\cos my=m\sin my$ and $\partial_R\sin my=-m\cos my$, the set is closed.

At $R=0.7$, diagonalization gives a Hellmann-Feynman force of $-16.007$ eV/Å on the well. The integrals are uniform sums over 512 points. Numerical differentiation of the lowest energy, by a five-point central formula, gives the same value.

Now delete $\sin2y$. The derivative of $\cos2y$ is no longer available, and the Hellmann-Feynman force is $-7.328$ eV/Å while the force $-dE/dR$ from the energy slope is $-18.484$ eV/Å. The Pulay force is their difference, $-18.484-(-7.328)=-11.156$ eV/Å. One missing function is enough to spoil the theorem here.

## Lithium hydride in numbers

For LiH, forces are listed in the order Li, H, and positive values point from Li to H. With nuclear-centred functions, (8) and (10) give, in eV/Å,

$$\begin{aligned}
F^{\rm HF}&=(7.403,\;2.498),\\
F^{\rm Pulay}&=(-7.671,\;-2.229),\\
F^{\rm total}&=(-0.268,\;0.268).
\end{aligned} \tag{15}$$

The last line is the sum of the first two, up to rounding in the final digit. Which of these forces equals minus the slope of the energy depends on the rule. If each nucleus is displaced with all functions frozen, five-point differences of the RHF energy give forces $-dE/dx$ of $(7.403,2.498)$. If its functions ride along, they give $(-0.268,0.268)$. Both are correct derivatives, but of different curves through the same point.

The net force of the opening has a simple origin. Moving all nuclei and all centres by the same amount leaves $W$ unchanged, so

$$\sum_A\left(\frac{\partial W}{\partial R_A}+\frac{\partial W}{\partial s_A}\right)=0. \tag{16}$$

The Hellmann-Feynman forces add to $9.900$ eV/Å, and the Pulay forces must add to $-9.900$ eV/Å. A net Hellmann-Feynman force on a free molecule thus reveals that the centres are not stationary.

Next let the two sets of functions float along the axis, each as a rigid group. Transverse derivatives vanish by the axial symmetry of this closed-shell state. Solving $\partial W/\partial s_{\rm Li}=\partial W/\partial s_{\rm H}=0$ numerically, starting from the nuclei, gives shifts of $-0.000510$ Å and $-0.018767$ Å. The force on Li is very sensitive to its shift, changing by about 0.16 eV/Å per $10^{-5}$ Å, so the forces below refer to the unrounded solution. The matrix of second derivatives is positive definite, so this is a minimum with respect to axial shifts. The energy changes from $-217.1284$ to $-217.1512$ eV.

The Hellmann-Feynman forces are now $(-0.234,0.234)$ eV/Å. Energy differences with frozen and with riding functions give these same forces $-dE/dx$. When H is moved and both centres are reoptimized at each position, the force on H is again $0.234$ eV/Å. This is the theorem at work: at a stationary point, the rule no longer matters. The basis is still not closed, so the example also shows that closure is not necessary.

Why can so small a shift matter so much? Consider a nucleus of charge $Z$ displaced by a small distance $\delta$ from the centre of a rigid spherical electron cloud with central number density $\rho_0$. By Gauss's law, the charge within radius $\delta$ pulls the nucleus back with force

$$F\simeq\frac{4\pi}{3}Z\rho_0\delta. \tag{17}$$

The density at a nucleus with a tight core is large, so a small displacement produces a large force. The sign agrees: moving the functions of a nucleus towards $-z$ changes the force on that nucleus in the same direction. The effect on the other nucleus is smaller and here has the opposite sign: shifting only the H functions raises the force on Li by about 0.3 eV/Å. The rigid-cloud estimate accounts for nearly all of the change on Li. With the computed density at the nucleus, $\rho_0=12.9$ bohr$^{-3}$, and the shift of $-0.000510$ Å, (17) gives $-8.04$ eV/Å. Shifting only the Li functions gives $-8.03$ eV/Å with the orbital coefficients frozen and $-7.93$ eV/Å with them relaxed. For H, where $\rho_0=0.33$ bohr$^{-3}$ and the shift is larger, the estimate is rougher: $-2.52$ against $-2.27$ eV/Å with relaxed orbitals.

The floating force differs from the nuclear-centred total force by 0.034 eV/Å in magnitude, because the two calculations have different energy curves. Hurley's condition makes a force consistent with its own curve. It does not remove the basis error or supply the electron correlation that RHF omits. The basis error is large here: at the same bond length the RHF force on H is 0.053 eV/Å in cc-pVTZ and 0.037 eV/Å in cc-pVQZ, and the energy is about 0.2 eV lower, so both 6-31G forces are some 0.2 eV/Å too large.

## Approaching closure with Gaussians

Equation (13) suggests a ladder of bases. For each exponent, include all Cartesian Gaussians of total degree 0 to $L$. The derivative of a function of degree below $L$ then lies in the basis, so such functions contribute nothing to (10). The whole Pulay force comes from the functions of degree $L$.

Take H$_2$ at 0.75 Å, in RHF, with the exponents 4, 1 and 0.25 bohr$^{-2}$ on each nucleus. The forces on the right-hand atom, in eV/Å and positive outwards, are:

| $L$ | Hellmann-Feynman | Pulay | Total |
|---|---:|---:|---:|
| 0 | 2.956 | −3.898 | −0.942 |
| 1 | −0.933 | 0.003 | −0.930 |
| 2 | −0.630 | 0.033 | −0.597 |

With $L=0$ the Hellmann-Feynman force even has the opposite sign to the total force $-dE/dx$. By reflection symmetry the forces on the two atoms are opposite, so their sum is zero. A vanishing net force is therefore no proof that the centres are stationary.

Adding the first derivatives reduces the Pulay force greatly, but the next step increases it, from 0.3% to 5.4% of the total force. Nothing in the theorem forbids this. With one occupied orbital, (12) is a single scalar product of the missing part of $\delta_A\psi$ with the orbital residual. The Cauchy-Schwarz inequality only bounds it from above; its value also depends on the angle between the two functions, and nothing forces it to fall at each step of the ladder. The smallness of the value at $L=1$ is partly an accident of geometry: it is $0.011$ eV/Å at 0.70 Å and $-0.0026$ eV/Å at 0.80 Å, and it changes sign between 0.77 and 0.78 Å, just beyond the chosen bond length. At both of those lengths the $L=2$ value is still the larger in magnitude. The total force also changes appreciably between $L=1$ and $L=2$, so a small Pulay force at one level is not evidence that the force itself has converged. For comparison, the RHF force at 0.75 Å is about $-0.601$ eV/Å in cc-pVQZ, so the $L=1$ total is off by about 0.33 eV/Å and the $L=2$ total by a few thousandths.
